\section*{Photon Heat Exchange Between Two Resistors and Its Quantum Limit}

\section{A special case: two equal resistors}

Take a lossless transmission line of wave impedance $R$ that extends to infinity on both sides of the point $x=0$. Seen from $x=0$, each half is a resistor: a wave sent into it has voltage and current in the ratio $R$, and it never comes back. Let the left half emit waves at temperature $T_1$, and let the right half be at zero temperature. There is no reflection at $x=0$, so all the thermal radiation from the left enters the right half.

Its power follows from counting modes. On a length $\ell_0$ with periodic boundary conditions, the right-moving modes have $k=2\pi m/\ell_0$ with $m=1,2,\dots$ and $\omega=vk$, where $v$ is the wave speed. Each holds the mean thermal energy $\hbar\omega\,n(\omega,T_1)$, with
\begin{equation}
n(\omega,T)=\frac{1}{e^{\hbar\omega/k_BT}-1}.
\end{equation}
The power is the energy per length times $v$. For large $\ell_0$ the sum over $m$ becomes $\ell_0\int dk/2\pi$, and $v\,dk=d\omega$, so
\begin{equation}
P=\frac{v}{\ell_0}\sum_m\hbar\omega_m n(\omega_m,T_1)
=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,n(\omega,T_1).
\label{modes}
\end{equation}
Neither $R$ nor $v$ remains. The integral, evaluated in Lemma 2, gives $P=\pi k_B^2T_1^2/(12\hbar)$. Two equal resistors in a short closed loop exchange heat in this way. Unequal resistors reflect part of the radiation.

\section{Assumptions and theorem}

Resistors $R_1$ and $R_2$ are joined by two lossless wires into a closed loop. We assume:
\begin{enumerate}
\item Each resistor is linear, has a frequency-independent resistance at thermal frequencies, and has electrons in internal equilibrium at $T_1$ or $T_2$.
\item The noises of the two resistors are independent.
\item The loop is short compared with the thermal length $\hbar v/(k_BT)$ at the higher temperature, and at thermal frequencies its series reactance is small compared with $R_1+R_2$ and the capacitive admittance between the wires is small compared with $1/R_1+1/R_2$.
\end{enumerate}
Losslessness alone does not imply the third condition; Section 5 shows what happens without it.

\paragraph{Theorem.} Under these assumptions the net heat flow from resistor 1 to resistor 2 is
\begin{equation}
P=\tau\,\frac{\pi k_B^2}{12\hbar}\,(T_1^2-T_2^2),\qquad
\tau=\frac{4R_1R_2}{(R_1+R_2)^2}.
\label{main}
\end{equation}
The conductance for a small temperature difference is
\begin{equation}
G=\tau G_Q,\qquad G_Q=\frac{\pi k_B^2T}{6\hbar}=\frac{\pi^2k_B^2T}{3h}.
\label{G}
\end{equation}
Moreover $\tau\le1$, with equality if and only if $R_1=R_2$.

Only the ratio of the resistances enters, so the formulas are the same in Gaussian and practical units.

\section{Two lemmas}

Spectral densities are one-sided and taken per unit $\omega/2\pi$: $\langle V^2\rangle=\int_0^\infty S_V\,d\omega/2\pi$.

\paragraph{Lemma 1 (Johnson noise).} A resistor $R$ at temperature $T$ acts as a noiseless resistance in series with a random voltage source whose thermal spectral density is
\begin{equation}
S_V(\omega)=4R\,\hbar\omega\,n(\omega,T).
\label{SV}
\end{equation}

\emph{Proof.} First let the resistor be a semi-infinite line of impedance $R$. At its terminals a wave $V_+$ arrives from the line and a wave $V_-$ leaves into it. The terminal voltage $U$ and the current $I$ delivered to the outside are
\begin{equation}
U=V_++V_-,\qquad I=\frac{V_+-V_-}{R}.
\end{equation}
The second relation gives $V_-=V_+-RI$. Inserted in the first, it yields
\begin{equation}
U=2V_+-RI .
\end{equation}
This is a source $V=2V_+$ in series with $R$. The arriving wave carries the power $\langle V_+^2\rangle/R$, whose spectral density is $\hbar\omega n$ by (\ref{modes}). Hence $S_{V_+}=R\hbar\omega n$, and the factor $2^2$ gives (\ref{SV}).

Now take any other linear resistor $R$ and connect it to this line at the same temperature, through a lossless filter that passes one narrow band. Each side absorbs everything the other sends in that band. Equilibrium forbids a net flow, so both emit the same power, and the resistor has the same noise density. $\square$

At $\hbar\omega\ll k_BT$ we have $\hbar\omega n\to k_BT$, and (\ref{SV}) becomes the classical $4Rk_BT$. The symmetrized quantum noise also contains the zero-point motion, which replaces $n$ by $n+\tfrac12$. The proof below keeps this term and shows that it carries no heat.

\paragraph{Lemma 2.}
\begin{equation}
\int_0^\infty\frac{x\,dx}{e^x-1}=\frac{\pi^2}{6},\qquad
\int_0^\infty\frac{x^3dx}{e^x-1}=\frac{\pi^4}{15}.
\end{equation}

\emph{Proof.} Expand $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$ and integrate term by term. The integrals are $\sum m^{-2}$ and $6\sum m^{-4}$. On $(-\pi,\pi)$ the Fourier series are
\begin{equation}
x=2\sum_{m\ge1}\frac{(-1)^{m+1}}{m}\sin mx,\qquad
x^2=\frac{\pi^2}{3}+4\sum_{m\ge1}\frac{(-1)^m}{m^2}\cos mx .
\end{equation}
Square each, integrate over the interval and divide by $\pi$. Orthogonality leaves
\begin{equation}
\frac{2\pi^2}{3}=4\sum\frac1{m^2},\qquad
\frac{2\pi^4}{5}=\frac{2\pi^4}{9}+16\sum\frac1{m^4}.
\end{equation}
The sums are therefore $\pi^2/6$ and $\pi^4/90$. $\square$

Together the lemmas predict the thermal voltage variance of an open resistor:
\begin{equation}
\langle V^2\rangle=\frac{4R\hbar}{2\pi}\left(\frac{k_BT}{\hbar}\right)^2\frac{\pi^2}{6}
=\frac{\pi Rk_B^2T^2}{3\hbar}.
\end{equation}
This was tested on a quantum ladder of 600 inductor-capacitor cells, by summing over its normal modes at two temperatures. The largest relative deviation was $1.4\times10^{-3}$.

\section{Proof of the theorem}

Let $I$ flow out of resistor 1 into resistor 2, and let $U$ be their common terminal voltage. By Lemma 1,
\begin{equation}
U=V_1-R_1I,\qquad U=V_2+R_2I .
\end{equation}
The sign differs because $I$ leaves one resistor and enters the other. Subtracting the equations gives $I$, and inserting it in the second gives $U$:
\begin{equation}
I=\frac{V_1-V_2}{R_1+R_2},\qquad
U=\frac{R_2V_1+R_1V_2}{R_1+R_2}.
\end{equation}
The mean power entering resistor 2 is the symmetrized average of $UI$. The cross terms are proportional to $\langle V_1V_2\rangle$ and vanish by independence. With $S_i=4R_i\hbar\omega(n_i+\frac12)$, the power per unit $\omega/2\pi$ is
\begin{align}
p(\omega)&=\frac{R_2S_1-R_1S_2}{(R_1+R_2)^2}\nonumber\\
&=\frac{4R_1R_2}{(R_1+R_2)^2}\,\hbar\omega\left[\left(n_1+\tfrac12\right)-\left(n_2+\tfrac12\right)\right]
=\tau\hbar\omega(n_1-n_2).
\label{spectral}
\end{align}
The zero-point terms cancel. Integrating with $x=\hbar\omega/k_BT_i$ in each term,
\begin{equation}
P=\frac{\tau\hbar}{2\pi}\,\frac{k_B^2}{\hbar^2}\,\frac{\pi^2}{6}\,(T_1^2-T_2^2),
\end{equation}
which is (\ref{main}). Its derivative with respect to $T_1$ at $T_1=T$ is (\ref{G}). Finally,
\begin{equation}
1-\tau=\frac{(R_1+R_2)^2-4R_1R_2}{(R_1+R_2)^2}
=\left(\frac{R_1-R_2}{R_1+R_2}\right)^2\ge0,
\label{refl}
\end{equation}
and this vanishes only for $R_1=R_2$. $\square$

\paragraph{Remark 1 (reflection).} Equation (\ref{refl}) has a direct meaning. Replace the resistors by lines of impedance $R_1$ and $R_2$, and send a wave $V_+$ from line 1. Continuity of voltage and current requires $V_++V_-=V_t$ and $(V_+-V_-)/R_1=V_t/R_2$, where $V_t$ is the transmitted wave. Eliminating $V_t$ gives $V_-/V_+=(R_2-R_1)/(R_2+R_1)$. Its square is the reflected fraction of the power, $1-\tau$. The loss is quadratic in a small mismatch: for $R_2=R_1(1+\delta)$ it is $\delta^2/4$ to leading order.

\paragraph{Remark 2 (finite temperature difference).} Since $T_1^2-T_2^2=2T_m(T_1-T_2)$ with $T_m=(T_1+T_2)/2$, we have $P=G(T_m)(T_1-T_2)$ without any assumption of small difference.

\paragraph{Remark 3 (classical limit).} For $\hbar\omega\ll k_BT_{1,2}$, (\ref{spectral}) becomes $\tau k_B(T_1-T_2)$. A filter passing a bandwidth $B$ in hertz within this range would give $P=\tau k_BB(T_1-T_2)$. Without a filter the classical flow diverges. Quantum statistics limits the bandwidth. Comparison with (\ref{G}) shows that, for a small temperature difference, the unfiltered loop carries as much heat as a classical one with $B=\pi k_BT/(6\hbar)$, which is why $G$ is proportional to $T$.

\paragraph{A dynamical test.} The theorem was tested without using Johnson's formula. Two quantum ladders of 250 cells each, with impedance ratio $R_2/R_1$, were prepared at $k_BT=0.10$ and $0.05$, in units of $\hbar$ divided by the travel time through one cell. Only the thermal part of the initial fluctuations was kept. The ladders were then joined and evolved through their normal modes. The energy gained by the colder ladder between times 100 and 300, divided by the prediction for $\tau=1$, gave $1.0000$, $0.7500$ and $0.3950$ for ratios 1, 3 and 8. The formula gives $1.0000$, $0.7500$ and $0.3951$.

\section{The quantum limit and the length of the wires}

\paragraph{Proposition 1.} If any linear lossless two-port connects the resistors, then $G\le G_Q$.

\emph{Proof.} Represent the resistors by lines and normalize wave amplitudes so that their squared moduli are powers. Let $s_{ij}$ be the amplitude leaving port $i$ per unit amplitude entering port $j$. Conservation of power makes this $2\times2$ matrix unitary. Its first column and first row give
\begin{equation}
|s_{11}|^2+|s_{21}|^2=1,\qquad |s_{11}|^2+|s_{12}|^2=1 .
\end{equation}
The transmission $\tau(\omega)=|s_{21}|^2=|s_{12}|^2$ is thus the same in both directions and at most 1. Because $\partial n/\partial T>0$,
\begin{equation}
G=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\tau(\omega)\frac{\partial n}{\partial T}
\le\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\frac{\partial n}{\partial T}=G_Q.\qquad\square
\end{equation}

The loop is one photon channel, and a matched short loop fills it. In a test with 300 random reactive networks and random resistors, the transmission was equal in both directions and its largest value was $0.9765$.

\paragraph{Proposition 2.} For a line of length $\ell$ and impedance $Z_0$, with $\theta=\omega\ell/v$,
\begin{equation}
\tau(\theta)=\frac{4R_1R_2}{a^2\cos^2\theta+b^2\sin^2\theta},\quad
a=R_1+R_2,\quad b=Z_0+\frac{R_1R_2}{Z_0}.
\label{line}
\end{equation}

\emph{Proof.} Use the time factor $e^{i\omega t}$, and let $U_2=R_2I_2$ be the load voltage due to source 1. The line equations carry these values back to the source end:
\begin{equation}
U=U_2\cos\theta+iZ_0I_2\sin\theta,\qquad
I=I_2\cos\theta+\frac{iU_2}{Z_0}\sin\theta .
\end{equation}
Hence $V_1=U+R_1I=I_2(a\cos\theta+ib\sin\theta)$. The load receives $R_2|I_2|^2$, with spectral density $R_2S_1/(a^2\cos^2\theta+b^2\sin^2\theta)$. Inserting $S_1=4R_1\hbar\omega n_1$ gives (\ref{line}). $\square$

The identity $b-a=(Z_0-R_1)(Z_0-R_2)/Z_0$ shows that the length has no influence if and only if at least one end is matched to the line. If $Z_0$ lies outside the interval between $R_1$ and $R_2$, then $b>a$ and the line lowers the transmission. If it lies inside, the line raises it; for $Z_0=\sqrt{R_1R_2}$ the transmission reaches 1 at $\theta=\pi/2$.

\paragraph{Short lines.} The denominator in (\ref{line}) is $a^2+(b^2-a^2)\sin^2\theta$. When both $\theta$ and $|b^2/a^2-1|\,\theta^2$ are small at thermal frequencies, the relative change of $\tau$ is therefore $-(b^2/a^2-1)\theta^2$. Averaging $\omega^2$ over the net energy spectrum with Lemma 2 gives
\begin{equation}
\langle\omega^2\rangle=\frac{\pi^4/15}{\pi^2/6}\,\frac{k_B^2}{\hbar^2}\,\frac{T_1^4-T_2^4}{T_1^2-T_2^2}
=\frac{2\pi^2}{5}\,\frac{k_B^2}{\hbar^2}\,(T_1^2+T_2^2),
\end{equation}
so that to leading order
\begin{equation}
\frac{\delta P}{P}=-\left(\frac{b^2}{a^2}-1\right)\frac{2\pi^2}{5}\,
\frac{k_B^2\ell^2}{\hbar^2v^2}\,(T_1^2+T_2^2).
\label{short}
\end{equation}

This holds only while the result is small. For $R_1=R_2=10$ k$\Omega$ with the leads and temperatures of Section 6, $\theta$ is about 0.01 at $\omega=k_BT_1/\hbar$, yet (\ref{short}) gives $-1.37$ while the spectral integral gives $-0.38$.

\paragraph{Long lines.} When $\ell$ is many thermal lengths at both temperatures, $\theta$ runs through many periods while $\omega(n_1-n_2)$ hardly changes, and the mean over $\theta$ applies. With $u=\tan\theta$,
\begin{equation}
\bar\tau=\frac{4R_1R_2}{\pi}\int_{-\infty}^{\infty}\frac{du}{a^2+b^2u^2}
=\frac{4R_1R_2}{ab}.
\label{long}
\end{equation}
For $R_1=R_2=R$ this is $2RZ_0/(R^2+Z_0^2)$. Equal resistors then miss the quantum limit unless they also match the line.

\paragraph{Remark 4 (an open loop).} Suppose that the circuit closes only through a small series capacitance $C$, with $\omega C(R_1+R_2)\ll1$ at thermal frequencies. The loop impedance is then nearly $1/(i\omega C)$, and $\tau(\omega)=4R_1R_2C^2\omega^2$. Lemma 2 gives
\begin{equation}
P=\frac{2\pi^3}{15}\,\frac{R_1R_2C^2k_B^4}{\hbar^3}\,(T_1^4-T_2^4).
\end{equation}
The flow is weak and follows a fourth-power law. It is carried at several $k_BT/\hbar$, so the condition on $C$ is strict: for $T_2=2T_1/3$ the exact flow lies 2\% below this formula at $k_BT_1C(R_1+R_2)/\hbar=0.03$ and 16\% below it at 0.1. The theorem therefore needs a return path whose impedance is small compared with $R_1+R_2$ at thermal frequencies; here the second wire provides it.

\section{Worked example}

Consider two resistive alloy strips on a chip, 100 nm wide and 20 nm thick, with resistivity 30 $\mu\Omega\,$cm and lengths of 1 and 3 $\mu$m. Their resistances are
\begin{equation}
R_1=\frac{(30\times10^{-8}\,\Omega\,\mathrm m)(10^{-6}\,\mathrm m)}{(100\times10^{-9}\,\mathrm m)(20\times10^{-9}\,\mathrm m)}=150\ \Omega,
\qquad R_2=450\ \Omega .
\end{equation}
Thus $\tau=4(150)(450)/600^2=0.75$. The strips are held at $T_1=150$ mK and $T_2=100$ mK. With $G_Q/T=0.9464$ pW/K$^2$,
\begin{equation}
P=\tfrac12(0.75)(0.9464\ \mathrm{pW/K^2})(0.0225-0.0100)\,\mathrm{K^2}=4.44\ \mathrm{fW}.
\end{equation}
At the mean temperature of 125 mK the conductance is 88.7 fW/K, against 118.3 fW/K for a matched pair. Multiplied by 50 mK, the first value returns 4.44 fW, as Remark 2 requires. A threefold mismatch costs a quarter of the heat flow.

The superconducting leads are 50 $\mu$m long, with $v=10^8$ m/s and $Z_0=100\ \Omega$. The thermal length at $T_1$ is 5.09 mm, a hundred times the lead length. Here $a=600\ \Omega$ and $b=100+675=775\ \Omega$, and (\ref{short}) gives $\delta P/P=-3.7\times10^{-4}$, in agreement with the full spectral integral. With leads of 5 cm, and all else fixed, (\ref{long}) gives $\bar\tau=270000/(600\times775)=0.581$. The spectral integral gives the same value, and the short-loop formula would be wrong.

\section{Comparison with real devices}

These parameters are rough typical values for metal-film resistors with superconducting leads on chips near 0.1 K; they describe no particular device. Real strips do not end abruptly at a superconductor. Superconducting correlations enter over about $\sqrt{\hbar D/(2\pi k_BT)}$, which is 99 nm at 125 mK for an electron diffusivity $D=10\ \mathrm{cm^2/s}$. If each strip lost this length of resistance at both ends, $\tau$ would fall from 0.75 to about 0.69, or by 8\%. With each strip at its own temperature the lengths are 90 and 110 nm, and $\tau$ falls to about 0.70, or by 6\%. This is an estimate of size, since the true resistance change depends on the contacts. With the 50 $\mu$m leads, it is the largest correction to $\tau$ estimated here. Each strip between two superconductors is also a weak Josephson junction. For ideal contacts, strip 1 has a critical current of about 0.4 nA at 150 mK and a coupling energy of about $0.06\,k_BT_1$; treated as a linear shunt inductance, it would lower the flow by about 0.4\%. This grows exponentially as the strip is shortened. At 0.5 $\mu$m the critical current is near 0.1 $\mu$A, the coupling energy exceeds $k_BT_1$, and assumption 1 fails.

Other heat paths act in parallel. In the usual model of a normal metal, electrons lose $\Sigma\Omega(T_1^5-T_2^5)$ to phonons at $T_2$, where $\Omega$ is the volume. For $\Sigma=2\times10^9$ W m$^{-3}$K$^{-5}$, strip 1 loses 0.26 fW, which is 6\% of the photon flow. The phonon conductance $5\Sigma\Omega T^4$ equals the photon conductance near 330 mK; for this strip and this $\Sigma$, photons carry more heat than phonons below that temperature. Quasiparticles in the leads add about 0.21 fW, or 5\%, for a gap of 0.20 meV and a normal-state resistance of 10 $\Omega$ per lead. This estimate assumes elastic impurity scattering and a thermal quasiparticle population, and it depends exponentially on the gap: 0.18 meV gives 0.89 fW, or 20\%, and 0.22 meV gives 0.05 fW, or 1\%. In this model the quasiparticle flow falls steeply on cooling, because few quasiparticles are thermally excited across the gap. On warming its conductance overtakes the photon conductance near 170 mK for a gap of 0.20 meV, well below 330 mK and only 20 mK above $T_1$. For a gap $\Delta=yk_BT$ with $y\gg1$, the model gives a heat conductivity of about $(6/\pi^2)(y^2+2y+2)e^{-y}$ times the normal one. At 300 mK this factor is 0.02, and with the Wiedemann--Franz law the two leads conduct about 30 pW/K, against 0.2 pW/K for the photons.

Two assumptions hold well for these numbers. The share of the hot strip's photon power above the pair-breaking energy of 0.40 meV is about $10^{-12}$, so absorption by pair breaking in the leads is negligible. The photon conductance is 1.3\% of the electronic heat conductance along strip 2, estimated from the Wiedemann--Franz law. Photon exchange therefore leaves the electron temperature in each strip nearly uniform. The remaining values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
TESTS ON LADDERS AND NETWORKS
open-end noise, largest relative error: 1.4e-03
R2/R1 = 1: ladder transmission 1.0000, formula 1.0000
R2/R1 = 3: ladder transmission 0.7500, formula 0.7500
R2/R1 = 8: ladder transmission 0.3950, formula 0.3951
largest transmission, 300 random lossless networks: 0.9765
best R2 for R1 = 150 ohm: 150.00 ohm
EXAMPLE INPUTS (rough typical values)
film resistivity: 30 microohm cm
strip width, thickness: 100, 20 nm
strip lengths: 1, 3 um
temperatures T1, T2: 150, 100 mK
lead length: 50 um
wave speed on leads: 1.0e+08 m/s
wave impedance of leads: 100 ohm
superconducting gap: 0.20 meV
normal-state resistance of each lead: 10 ohm
electron-phonon constant: 2.0e+09 W m^-3 K^-5
electron diffusivity in strips: 10 cm2/s
EXAMPLE RESULTS
R1, R2: 150.0, 450.0 ohm
transmission: 0.7500
thermal frequency kB T1/h: 3.125 GHz
thermal length hbar v/(kB T1): 5.09 mm
quantum conductance per kelvin: 0.9464 pW/K^2
mean temperature: 125 mK
matched conductance at mean T: 118.30 fW/K
actual conductance at mean T: 88.73 fW/K
heat flow, closed form: 4.4364 fW
heat flow, spectral integral: 4.4364 fW
heat flow if matched: 5.9152 fW
NEGLECTED EFFECTS
short leads, relative change of flow: -3.67e-04
electron-phonon loss of strip 1: 0.264 fW
electron-phonon loss / photon flow: 0.059
photon/phonon conductance crossover, strip 1: 329 mK
quasiparticle flow in both leads: 0.210 fW
quasiparticle flow / photon flow: 0.047
hot-strip photon power above pair breaking, share: 7.1e-13
photon conductance / internal conductance, strip 2: 0.0131
proximity length at mean T: 99 nm
transmission if strip ends lose this length: 0.692
LONG LINE
line length: 5 cm
effective transmission, spectral integral: 0.5806
phase-averaged transmission, formula: 0.5806
\end{verbatim}
